# Ionized-Impurity Mobility with Carrier-Carrier Scattering: Lower Bound and Sonine Expansion

**Setting.** Carriers of density \(n\), mass \(m\) and charge \(q=\pm1\) occupy one isotropic parabolic band and are nondegenerate. They scatter elastically from fixed ions of density \(N\) and charge \(Z\), and from one another with conservation of momentum. Hartree atomic units are used, with permittivity ratio \(\varepsilon\). Both processes are described by the Landau operator, with the same constant Coulomb logarithm \(\ln\Lambda\). For carrier-carrier collisions it reads

\[
C[f]=\Gamma\,\partial_i\!\int\! U_{ij}\,(f'\partial_jf-f\,\partial'_jf')\,d^3v',\quad
U_{ij}=\frac{u^2\delta_{ij}-u_iu_j}{u^3},\quad \Gamma=\frac{2\pi\ln\Lambda}{\varepsilon^2m^2},
\]

where \(\mathbf u=\mathbf v-\mathbf v'\) and primes mark the second carrier. For ions, replace \(f'\) by \(Z^2N\delta(\mathbf v')\) and drop the second term, since the ions do not recoil.

## Part 1. The linear problem

**Question.** Reduce the response to a weak field \(E\) along \(z\) to a dimensionless linear equation, and find the mobility \(\mu_0\) without carrier-carrier scattering.

**Answer.** Let \(f=F(v)v_z\). For ions \(\mathbf u=\mathbf v\), and \(U\) annihilates the radial vector \(\nabla F\). What remains is

\[
F\,\partial_i\!\left(\frac{\delta_{iz}}{v}-\frac{v_iv_z}{v^3}\right)
=F v_z\,\frac{-1-4+3}{v^3}=-\frac{2}{v^3}f .
\]

The ion collision rate is therefore \(2\Gamma Z^2N/v^3\). Define \(v_t^2=2kT/m\), \(\mathbf c=\mathbf v/v_t\), \(M=\pi^{-3/2}e^{-c^2}\), \((f,g)=\int Mfg\,d^3c\) and

\[
\nu_0=\frac{2\Gamma Z^2N}{v_t^3}=\frac{4\pi Z^2N\ln\Lambda}{\varepsilon^2m^2v_t^3},\qquad r=\frac{n}{Z^2N}.
\]

Write \(f=f_M(1+\varphi)\), with \(f_M\) the Maxwell distribution. To first order in \(E\), the field term is \((qE/m)\partial f_M/\partial v_z=-(qEv_z/kT)f_M\), and it equals the collision term. With \(\varphi=(qEv_t/kT\nu_0)\,g\) this becomes

\[
(L+rK)g=b,\qquad b=c_z,\qquad L=c^{-3}.
\]

To find \(K\), note that \(f'\partial_jf-f\partial'_jf'=ff'(\partial_j\ln f-\partial'_j\ln f')\). The Maxwell part of the bracket is parallel to \(\mathbf u\), so \(U\) removes it. Multiply the linearized operator by \(-\psi\), integrate by parts, and average with the expression in which the two carriers are exchanged. Per carrier, the prefactor is \(\Gamma n/2v_t^3=\nu_0r/4\), so

\[
(\psi,K\varphi)=\tfrac14\iint MM'(\nabla\psi-\nabla'\psi')\cdot U\cdot(\nabla\varphi-\nabla'\varphi')\,d^3c\,d^3c'.
\]

The matrix \(U\) has eigenvalues \(1/u,1/u,0\), so \(K\) is symmetric and non-negative. Since \(\nabla b\) is constant, \(Kb=0\): a common drift suffers no internal friction.

The drift velocity is \(v_t(b,\varphi)\), so \(\mu=(2|q|/m\nu_0)(b,g)\). For \(r=0\), \(g=c^3c_z\) and

\[
(b,g)=\tfrac13\langle c^5\rangle=\frac{4}{3\sqrt\pi}\int_0^\infty c^7e^{-c^2}dc=\frac4{\sqrt\pi},\qquad
\mu_0=\frac{8}{\sqrt\pi\,m\nu_0}.
\]

## Part 2. Bounds

**Question.** How far can carrier-carrier scattering lower the mobility? Decide whether the limit can be approached, and which assumption protects it.

**Answer.** Let \(A=L+rK\). For any trial function \(\phi\), the Cauchy-Schwarz inequality in the positive form \(A\) gives

\[
(b,\phi)^2=(g,A\phi)^2\le(g,Ag)(\phi,A\phi)=(b,g)(\phi,A\phi).
\]

Equality holds at \(\phi=g\), so \((b,g)\) is the maximum of \((b,\phi)^2/(\phi,A\phi)\). Raising \(r\) cannot lower the denominator, so the mobility cannot rise, and \(\mu\le\mu_0\). The trial \(\phi=b\) removes \(K\):

\[
(b,g)\ge\frac{(b,b)^2}{(b,Lb)}=\frac{(1/2)^2}{\langle c^{-1}\rangle/3}
=\frac{1/4}{2/(3\sqrt\pi)}=\frac{3\sqrt\pi}{8}.
\]

Division by \(4/\sqrt\pi\) gives

\[
\boxed{\frac{3\pi}{32}\le\frac{\mu}{\mu_0}\le1}
\]

Thus at least the fraction \(3\pi/32\approx0.295\) remains, and the loss cannot exceed about 71%.

*Approach to the limit.* From \((b,g)=(g,Lg)+r(g,Kg)\le4/\sqrt\pi\), the \(L\) norm of \(g\) stays bounded while \((g,Kg)\to0\) as \(r\to\infty\). Some sequence of solutions then converges weakly in the \(L\) norm to a function \(g_*\). The \(K\) form is an integral of squares of gradients, which cannot increase in a weak limit, so \((g_*,Kg_*)=0\).

Hence \(\nabla g_*-\nabla'g_*'\) is parallel to \(\mathbf c-\mathbf c'\) for almost all pairs. Measured from a base point, the gradient is \(\lambda(\mathbf c)\mathbf c\) plus a constant. For non-parallel \(\mathbf c,\mathbf c'\), the condition on \(\lambda\mathbf c-\lambda'\mathbf c'\) forces \(\lambda=\lambda'\). So \(g_*\) is a combination of \(1\), \(\mathbf c\) and \(c^2\), and the vector symmetry of the problem leaves \(g_*=ab\).

Because \((b,\phi)=(c^3b,L\phi)\) and \(c^3b\) has finite \(L\) norm, \((b,g)\to a/2\). Also \((b,g)\ge(g,Lg)\), whose lower limit is at least \(a^2(b,Lb)\). Therefore \(a\le1/[2(b,Lb)]\), and the limit of \((b,g)\) is at most \(1/[4(b,Lb)]\), which is the lower bound itself. The bound is approached.

*Meaning.* Without mutual collisions, fast carriers are rarely deflected and carry much of the current. Mutual collisions impose a common drift, so slow carriers, which the ions deflect strongly, brake the whole gas. Mutual collisions lower the mobility without removing any momentum themselves.

*Role of momentum conservation.* If \(K\) is replaced by the identity, which destroys momentum, the computed ratio at \(r=10\) is 0.021, far below the bound. Momentum conservation protects the bound only because all carriers share one mass, so that the current is proportional to the conserved momentum and \(Kb=0\). If carriers differ in mass along the field, as in anisotropic valleys or with light and heavy holes, collisions that conserve momentum still degrade the current. For groups with a common energy-dependent ion relaxation time, the common-drift limit is \(3\pi/32\) divided by \(\langle m\rangle\langle m^{-1}\rangle\ge1\), with averages over the populations.

## Part 3. Sonine matrix elements

**Question.** Expand \(g=\sum_m a_m c_zS_m(c^2)\) in Sonine polynomials of index \(3/2\), and derive generating functions for the matrices of \(L\) and \(K\).

**Answer.** The polynomials are defined by

\[
\sum_m s^mS_m(x)=(1-s)^{-5/2}e^{-\alpha x},\qquad \alpha=\frac{s}{1-s}.
\]

Let \(\beta=t/(1-t)\) belong to the second index, and set \(D=(1-s)(1-t)\). Since \(1+\alpha=1/(1-s)\), the generating function of \((b,c_zS_m)\) is \(\tfrac12(1-s)^{-5/2}(1+\alpha)^{-5/2}=\tfrac12\), so \((b,c_zS_m)=\delta_{m0}/2\).

*Ions.* Set \(P=1+\alpha+\beta=(1-st)/D\). The integral \(\tfrac13\langle c^{-1}e^{-(\alpha+\beta)c^2}\rangle\) equals \(2/(3\sqrt\pi P)\), hence

\[
L(s,t)=\frac{2}{3\sqrt\pi}\,\frac{D^{-3/2}}{1-st}.
\]

*Carriers.* By exchange symmetry, the form in Part 1 equals \(\tfrac12\iint MM'\nabla\psi\cdot U\cdot(\nabla\varphi-\nabla'\varphi')\). Average over the three directions, using \(\psi_k=c_ke^{-\alpha c^2}\) and \(\varphi_k=c_ke^{-\beta c^2}\). With \(W=\mathbf c\cdot U\cdot\mathbf c\), \(U\mathbf c=U\mathbf c'\) and \(\operatorname{tr}U=2/u\), the sums over \(k\), apart from exponentials, are

\[
\frac2u-2(\alpha+\beta)W+4\alpha\beta\,c^2W,\qquad
\frac2u-2(\alpha+\beta)W+4\alpha\beta\,(\mathbf c\cdot\mathbf c')W
\]

for the \(\nabla\varphi\) and \(\nabla'\varphi'\) terms.

Both need integrals with weight \(\pi^{-3}e^{-\lambda c^2-\lambda'c'^2}\). Let \(p=\lambda+\lambda'\), \(\mathbf c=\mathbf R+(\lambda'/p)\mathbf u\) and \(\mathbf c'=\mathbf R-(\lambda/p)\mathbf u\). The exponent becomes \(-pR^2-(\lambda\lambda'/p)u^2\), and \(W=R_\perp^2/u\), where \(\perp\) means perpendicular to \(\mathbf u\). The integral of \(1/u\) is

\[
J=\pi^{-3}\left(\frac{\pi}{p}\right)^{3/2}\frac{2\pi p}{\lambda\lambda'}=\frac{2}{\sqrt{\pi p}\,\lambda\lambda'} .
\]

The Gaussian averages are \(\langle R_\perp^2\rangle=1/p\) and \(\langle R^2R_\perp^2\rangle=5/2p^2\). With the extra factor \(1/u\) in the weight, \(\langle u^2\rangle=p/\lambda\lambda'\). Terms odd in \(\mathbf R\) vanish, so

\[
W\to\frac Jp,\qquad c^2W\to\frac{J}{p^2}\left(\frac52+\frac{\lambda'}{\lambda}\right),\qquad
(\mathbf c\cdot\mathbf c')W\to\frac{3J}{2p^2}.
\]

The first term has \(\lambda=P,\lambda'=1\); the second has \(\lambda=1+\alpha,\lambda'=1+\beta\), whose product is \(1/D\). In both cases \(p=2+\alpha+\beta=(2-s-t)/D\), and \(2-2(\alpha+\beta)/p=4/p\). The integral is therefore

\[
\frac{1}{3\sqrt{\pi p}}\left\{\frac1P\left[\frac4p+\frac{\alpha\beta}{p^2}\left(10+\frac4P\right)\right]
-D\left[\frac4p+\frac{6\alpha\beta}{p^2}\right]\right\}.
\]

Because \(1/D-P=\alpha\beta\), we have \(1/P-D=\alpha\beta D/P\), and \(\alpha\beta=st/D\) factors out. Restoring \(D^{-5/2}\) from the two generating functions gives

\[
K(s,t)=\frac{st}{3\sqrt\pi(2-s-t)^{5/2}}\left[\frac{18-4(s+t)}{1-st}+\frac{4D}{(1-st)^2}-6\right].
\]

Expansion yields \(L_{01}/L_{00}=3/2\), \(L_{11}/L_{00}=13/4\) and \(K_{11}/L_{00}=\sqrt2\). The row \(K_{0m}\) vanishes, as momentum conservation requires. The elements of \(K\) among the first six polynomials were tested against direct quadrature of the double velocity integral.

## Part 4. Equal densities

**Question.** Evaluate \(\mu/\mu_0\) with one and two polynomials, check the expansion at \(r=0\), and find the converged factor for \(r=1\).

**Answer.** The linear system gives \(a_0=\tfrac12[(L+rK)^{-1}]_{00}\) and \((b,g)=a_0/2\), so

\[
\frac{\mu}{\mu_0}=\frac{\sqrt\pi}{16}\left[(L+rK)^{-1}\right]_{00}.
\]

One polynomial gives \(3\pi/32\) for every \(r\). Two give

\[
\frac{\mu}{\mu_0}\simeq\frac{3\pi}{32}\,\frac{1}{1-\dfrac{9/4}{13/4+\sqrt2\,r}}
=\frac{3\pi}{32}\,\frac{13/4+\sqrt2\,r}{1+\sqrt2\,r},
\]

which is 0.569 at \(r=1\).

At \(r=0\), expanding \(1/(1-st)\) shows that \(L=(2/3\sqrt\pi)TT^{\mathsf T}\), where \(T\) is lower triangular with the coefficients of \((1-s)^{-3/2}\) along its diagonals. The first column of \(T^{-1}\) holds the coefficients of \((1-s)^{3/2}\). Hence

\[
[L^{-1}]_{00}=\frac{3\sqrt\pi}{2}\sum_m\binom{3/2}{m}^2=\frac{3\sqrt\pi}{2}\,\frac{\Gamma(4)}{\Gamma(5/2)^2}=\frac{16}{\sqrt\pi},
\]

and \(\mu/\mu_0=1\), as it must be.

At \(r=1\), 3, 4, 6 and 10 polynomials give 0.574, 0.578, 0.581 and 0.582. The values rise because each truncation maximizes the quotient of Part 2 over a larger space. Between 20 and 40 polynomials the change is about \(10^{-5}\). The Spitzer-Härm factor is thus

\[
\boxed{\mu/\mu_0\simeq0.582\qquad(r=1)}
\]

A radial finite-element solution, which does not use the Sonine expansion, also gives 0.582.

For \(r=0.1,\,0.3,\,3,\,10\) the factor is 0.89, 0.76, 0.44 and 0.35; at \(r=1000\) it lies within about 0.001 of the bound. If singly charged dopants supply all the carriers, neutrality requires \(n\le N\), so \(r\le1\). Within this model such a sample keeps at least 58% of \(\mu_0\).

## Part 5. Numbers and limits of validity

**Question.** Take \(m=0.1\), \(\varepsilon=15\), \(kT=0.001\) hartree (316 K), \(Z=1\) and \(n=N=10^{-9}\) bohr\(^{-3}\). Estimate the mobilities and assess the constant logarithm.

**Answer.** The degeneracy parameter \(n(2\pi/mkT)^{3/2}=0.016\) is small, so Maxwell statistics apply. The screening length is \(\lambda_D=\sqrt{\varepsilon kT/4\pi n}=1.09\times10^3\) bohr. Screened Born scattering at wave number \(k\) has

\[
\Lambda_B=\tfrac12\left[\ln(1+B)-\frac{B}{1+B}\right],\qquad B=4k^2\lambda_D^2 .
\]

Its value at energy \(3kT\), where the integrand of \(\langle c^5\rangle\) in the variable \(c^2\) peaks, is 3.48 and serves as \(\ln\Lambda\). The Born parameter \(1/\varepsilon v\) there is 0.27, so the Born approximation is reasonable but not highly accurate. With \(v_t=\sqrt{0.002/0.1}=0.1414\),

\[
\nu_0=\frac{4\pi\times10^{-9}\times3.48}{15^2\times0.1^2\times0.1414^3}=6.87\times10^{-6},\qquad
\mu_0=\frac{4.514}{0.1\times6.87\times10^{-6}}=6.57\times10^6 .
\]

This is \(2.8\times10^5\) cm²/(V s). The factor 0.582 lowers it to \(3.82\times10^6\) atomic units, or \(1.6\times10^5\) cm²/(V s). The constant-logarithm bound is \(1.93\times10^6\) atomic units, or \(8\times10^4\) cm²/(V s). These are impurity-limited values, without phonons. Near room temperature and at this doping, phonons usually limit the mobility far more strongly, and the factors 0.58 and 0.295 then do not apply to the total mobility, because they come from the steep \(v^{-3}\) rate. For a rate proportional to \(v\), the bound given below is \(9\pi/32\approx0.88\). The values are estimates for another reason too: the ion spacing \(N^{-1/3}=1000\) bohr is close to the screening length, and a sphere of radius \(\lambda_D\) holds only about five carriers. Treating each ion as an independent, smoothly screened scatterer is therefore marginal here.

For any elastic ion relaxation time \(\tau(v)\), the trial \(\phi=b\) gives the bound \(1/(\langle\tau\rangle\langle\tau^{-1}\rangle)\), with averages weighted by \(v^2M\). If \(\tau\propto v^3/\Lambda_B(v)\), this is 0.39 for the example instead of 0.295. Slow carriers have a smaller logarithm and brake the common drift less. With a screening length a million times larger, the value falls to 0.31, closer to \(3\pi/32\). The number \(3\pi/32\) therefore belongs to the constant-logarithm model, and at a logarithm near 3.5 the Born formula corrects it by about one third. This correction is only a rough estimate, because it depends on slow carriers, for which the Born approximation is poor: at energy \(0.3kT\) the Born parameter is already 0.86. The factor 0.58 also assumes one constant logarithm for ions and for carrier pairs. For pairs, the reduced mass and the thermal relative speed make \(B\) about four times smaller and the logarithm about 2.8. This lowers the effective \(r\) to about 0.8 and, by Part 2, raises the factor. The full correction was not computed here. Further values are in the numerical output below.

## Computed results

```
mean tau * nu0 (dimensionless): 4.51352
mean 1/tau / nu0 (dimensionless): 0.75225
lower bound 3 pi/32 (dimensionless): 0.29452
largest error of K elements (dimensionless): 2.6e-14
elements divided by L00 (dimensionless):
  L01 = 1.50000
  L11 = 3.25000
  L02 = 1.87500
  L12 = 4.31250
  L22 = 6.76562
  K01 = 0.00000
  K11 = 1.41421
  K02 = 0.00000
  K12 = 1.06066
  K22 = 3.97748
mu/mu0 at r = 1 against number of polynomials:
   1 polynomials: 0.29452
   2 polynomials: 0.56902
   3 polynomials: 0.57428
   4 polynomials: 0.57832
   6 polynomials: 0.58080
  10 polynomials: 0.58171
  20 polynomials: 0.58192
  40 polynomials: 0.58193
mu/mu0 from radial finite elements:
  r = 0.3: 0.76045
  r = 1.0: 0.58193
  r = 3.0: 0.44401
mu/mu0 against r, 40 polynomials:
  r = 0: 1.00000
  r = 0.1: 0.88751
  r = 0.3: 0.76045
  r = 1: 0.58193
  r = 3: 0.44387
  r = 10: 0.35371
  r = 100: 0.30148
  r = 1000: 0.29523
drift share of g at r = 1: 0.8341
drift share of g at r = 1000: 0.999998
mu/mu0 with momentum-losing operator: 0.0209
example mass (electron masses): 0.1; permittivity ratio: 15.0
example kT (hartree): 0.001; temperature (K): 315.8
n = N (bohr^-3): 1.0e-09; in cm^-3: 6.748e+15
degeneracy parameter n*lambda^3: 0.0157
thermal speed v_t (a.u.): 0.14142
screening length (bohr): 1092.5
Born parameter at energy 3kT: 0.272
Coulomb logarithm at energy 3kT: 3.4805
reference rate nu0 (a.u.): 6.8726e-06
mobility, no carrier-carrier: 6.5674e+06 a.u. = 2.7940e+05 cm^2/(V s)
mobility, r = 1: 3.8218e+06 a.u. = 1.6259e+05 cm^2/(V s)
mobility, dominant limit: 1.9343e+06 a.u. = 8.2291e+04 cm^2/(V s)
limit ratio with velocity-dependent logarithm: 0.3933
same, screening length a million times longer: 0.3109
```
